# Frequency doubling in electrically detected Rabi oscillation of spin pairs: a numerical check

```python
"""Electrically detected Rabi oscillation of a weakly coupled spin pair.

Result under test: the signal is linear in the spin correlation
  S(t) = R1(t) R2(t),  Ri = (di^2 + w1^2 cos(Oi t)) / Oi^2,  Oi^2 = di^2 + w1^2,
and the line at O1+O2 outweighs the lines at O1 and O2 together when
  w1^2 > (d1-d2)^2 + (d1+d2)^2.
For independent Gaussian hyperfine fields (width sigma) the weights are equal
when A = <d^2/(d^2+w1^2)> = 1/5.
Symbols: d1, d2 detunings (rad/s); w1 = gamma*B1 with B1 the rotating drive
amplitude; kS, kT singlet and triplet recombination rates; kd dissociation rate.
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.linalg import expm
from scipy.optimize import brentq
from scipy.special import erfcx

gamma = physical_constants['electron gyromag. ratio'][0]
mT = 1e-3
I2 = np.eye(2)
X = np.array([[0, 1], [1, 0]], complex)
Y = np.array([[0, -1j], [1j, 0]])
Z = np.diag([1.0, -1.0]).astype(complex)
X1, X2 = np.kron(X, I2), np.kron(I2, X)
Z1, Z2 = np.kron(Z, I2), np.kron(I2, Z)
ZZ = Z1 @ Z2
DOT = np.kron(X, X) + np.kron(Y, Y) + ZZ
I4 = np.eye(4)


def hamiltonian(d1, d2, w1):
    return 0.5 * (d1 * Z1 + d2 * Z2 + w1 * (X1 + X2))


def correlation(U, op=ZZ):
    return np.trace(op @ U @ op @ U.conj().T).real / np.trace(op @ op).real


def rzz(d, w1, t):
    om2 = d**2 + w1**2
    return (d**2 + w1**2 * np.cos(np.sqrt(om2) * t)) / om2


def signal(d1, d2, w1, t):
    return rzz(d1, w1, t) * rzz(d2, w1, t)


DB = 1.0 * mT
D = gamma * DB

# Product formula against the full pair propagator
rng = np.random.default_rng(4)
for _ in range(40):
    d1, d2 = D * rng.normal(size=2)
    w1, t = D * rng.uniform(0.1, 4), rng.uniform(0, 2e-7)
    exact = correlation(expm(-1j * hamiltonian(d1, d2, w1) * t))
    assert abs(exact - signal(d1, d2, w1, t)) < 1e-9

# Selective flip, double flip, and magnetization detection for comparison
w_weak, w_strong = 0.05 * D, 20 * D
U_weak = expm(-1j * hamiltonian(0, D, w_weak) * np.pi / w_weak)
U_strong = expm(-1j * hamiltonian(D / 2, -D / 2, w_strong) * np.pi / w_strong)
S_weak, S_strong = correlation(U_weak), correlation(U_strong)
M_strong = correlation(U_strong, Z1 + Z2)
assert abs(S_weak + 1) < 0.01
assert abs(S_strong - 1) < 0.01 and abs(M_strong + 1) < 0.01


# Line weights from diagonalization, with no use of the product formula
def spectral_weights(d1, d2, w1):
    E, V = np.linalg.eigh(hamiltonian(d1, d2, w1))
    strength = np.abs(V.conj().T @ ZZ @ V)**2 / 4
    freq = np.abs(E[:, None] - E[None, :])
    o1, o2 = np.hypot(d1, w1), np.hypot(d2, w1)
    tol = 1e-7 * (o1 + o2)
    single = (np.abs(freq - o1) < tol) | (np.abs(freq - o2) < tol)
    double = np.abs(freq - o1 - o2) < tol
    return strength[single].sum(), strength[double].sum()


def numerical_crossover(d1, d2):
    def imbalance(u):
        one, two = spectral_weights(d1, d2, u * D)
        return two - one
    return brentq(imbalance, 0.8, 4.0, xtol=1e-11) * D


roots = {}
for name, d1, d2 in [('centred', D / 2, -D / 2), ('one partner', 0.0, D),
                     ('general', 0.2 * D, 1.2 * D)]:
    root = numerical_crossover(d1, d2)
    assert abs(root / np.hypot(d1 - d2, d1 + d2) - 1) < 1e-7
    roots[name] = root / gamma

# Rotating-wave approximation against laboratory-frame propagation
f_drive = 9.7e9
w_drive = 2 * np.pi * f_drive
w1 = np.sqrt(2) * D
steps = 200
h = 1 / f_drive / steps
U_period = I4.astype(complex)
for k in range(steps):
    H_lab = (0.5 * (w_drive * Z1 + (w_drive + D) * Z2)
             + w1 * np.cos(w_drive * (k + 0.5) * h) * (X1 + X2))
    U_period = expm(-1j * H_lab * h) @ U_period
rwa_error = 0.0
for n in range(0, 1001, 50):
    lab = correlation(np.linalg.matrix_power(U_period, n))
    rwa_error = max(rwa_error, abs(lab - signal(0, D, w1, n / f_drive)))
# Counter-rotating terms give a phase error of order w1^2 t/(4 w_drive)
assert rwa_error < 0.03

# Exchange and dipolar coupling during the pulse act only in even orders
coupling = 2 * np.pi * 1e5 * (DOT + 0.4 * (3 * ZZ - DOT)) / 4
t_c = 2e-7
H_c = hamiltonian(0, D, D)


def shifted(s):
    return correlation(expm(-1j * (H_c + s * coupling) * t_c))


S0, Sp, Sm, S2 = shifted(0), shifted(1), shifted(-1), shifted(2)
assert abs(Sp - Sm) < 1e-9
assert abs((S2 - S0) / (Sp - S0) - 4) < 0.2

# Electrical readout from a full Liouville calculation, generation rate = 1
kS, kT, kd = 1e5, 1e4, 2e4
PS = (I4 - DOT) / 4
PT = I4 - PS
Kp, Ka = kT + kd, (kS + kT) / 2 + kd


def liouvillian(H):
    loss = (kS * PS + kT * PT + kd * I4) / 2
    return (-1j * (np.kron(H, I4) - np.kron(I4, H.T))
            - np.kron(loss, I4) - np.kron(I4, loss.T))


source = I4.reshape(-1) / 4
L0 = liouvillian(hamiltonian(0, D, 0))
rho_ss = -np.linalg.solve(L0, source)
readout_scale = kd / 4 * (1 / Kp - 1 / Ka)**2
readout_error = 0.0
for b in (0.2, np.sqrt(2), 5.0):
    L1 = liouvillian(hamiltonian(0, D, b * D))
    rho_inf = -np.linalg.solve(L1, source)
    for t in np.linspace(0, 1e-7, 21):
        rho = rho_inf + expm(L1 * t) @ (rho_ss - rho_inf)
        integral = -np.linalg.solve(L0, rho - rho_ss).reshape(4, 4)
        full = kd * np.trace(integral).real
        model = -readout_scale * (1 - signal(0, D, b * D, t))
        readout_error = max(readout_error, abs(full - model) / (2 * readout_scale))
# Loss during the pulse is of relative order Ka*t, below one percent
assert readout_error < 0.02
N_ss = np.trace(rho_ss.reshape(4, 4)).real
M_ss = np.trace(ZZ @ rho_ss.reshape(4, 4)).real
assert abs(N_ss / (0.5 * (1 / Kp + 1 / Ka)) - 1) < 1e-3
assert abs(M_ss / (0.5 * (1 / Kp - 1 / Ka)) - 1) < 1e-3


# Gaussian ensemble
def static_part(x):
    return 1 - np.sqrt(np.pi) * x * erfcx(x)


sigma_B = DB / np.sqrt(2)
sig = gamma * sigma_B
u = np.linspace(-8, 8, 16001)
gauss = np.exp(-u**2 / 2)
gauss /= gauss.sum()
for x in (0.2, 1.0, 3.0):
    ratio = np.sqrt(2) * x
    assert abs(np.sum(gauss * u**2 / (u**2 + ratio**2)) - static_part(x)) < 1e-7
x_star = brentq(lambda x: static_part(x) - 0.2, 0.5, 3)
w_star = x_star * D

# Ensemble average factorizes: double average of pair propagators
nodes, wts = np.polynomial.hermite_e.hermegauss(40)
wts = wts / wts.sum()
t_e = 2e-8
double_average = 0.0
for ua, wa in zip(nodes, wts):
    for ub, wb in zip(nodes, wts):
        if wa * wb > 1e-13:
            U = expm(-1j * hamiltonian(sig * ua, sig * ub, w_star) * t_e)
            double_average += wa * wb * correlation(U)
assert abs(double_average - np.sum(gauss * rzz(sig * u, w_star, t_e))**2) < 1e-6

# Band weights extracted from the ensemble time signal at the crossover (w1 = 1)
s = 1 / (np.sqrt(2) * x_star)
v = np.linspace(-6, 6, 3001) * s
pv = np.exp(-v**2 / (2 * s**2))
pv /= pv.sum()
dt = 0.2
times = np.arange(0, 500, dt)
trace = np.array([np.sum(pv * rzz(v, 1.0, t)) for t in times])**2
trace *= np.exp(-0.5 * (times / 100)**2)


def band(lo, hi):
    kernel = (hi * np.sinc(hi * times / np.pi) - lo * np.sinc(lo * times / np.pi))
    values = trace * kernel
    return 2 / np.pi * dt * (values.sum() - values[0] / 2)


band_single, band_double = band(0.8, 1.9), band(1.9, 8.0)
# Rare strongly detuned pairs place a little weight in the neighbouring band
assert abs(band_single - 0.32) < 0.01 and abs(band_double - 0.32) < 0.01

# Late-time stationary-phase form at a drive of 3 mT
B_late = 3 * mT
w_late = gamma * B_late
A_late = static_part(B_late / DB)
for q in np.linspace(200, 203, 13):
    t = q * w_late / sig**2
    c = 1 / np.sqrt(q)
    g = np.sum(gauss * rzz(sig * u, w_late, t))
    assert abs(g - A_late - c * np.cos(w_late * t + np.pi / 4)) < 0.02 * c
t_takeover = w_late / (16 * A_late**2 * sig**2)

print(f"gamma/(2 pi) = {gamma*mT/(2*np.pi)/1e6:.4f} MHz/mT")
print(f"Field difference of single pair = {DB/mT:.3f} mT")
print(f"Difference frequency D/(2 pi) = {D/(2*np.pi)/1e6:.3f} MHz")
print(f"S after pi pulse, B1 = 0.05 mT on one partner = {S_weak:.4f}")
print(f"S after pi pulse, B1 = 20 mT centred = {S_strong:.4f}")
print(f"Normalized magnetization, same 20 mT pulse = {M_strong:.4f}")
for name, value in roots.items():
    print(f"Crossover B1, drive {name} = {value/mT:.4f} mT")
print("  ('general': detunings 0.2 D and 1.2 D)")
print(f"Crossover w1/(2 pi), centred = {gamma*roots['centred']/2/np.pi/1e6:.3f} MHz")
print(f"Crossover w1/(2 pi), one partner = "
      f"{gamma*roots['one partner']/2/np.pi/1e6:.3f} MHz")
print("Single pair, drive on one partner: weights and (O1+O2)/w1")
print("B1(mT)  at w1   at O2   at O1+O2  (O1+O2)/w1")
for b in (0.1, 0.5, 1.0, np.sqrt(2), 3.0, 10.0):
    a2 = 1 / (1 + b**2)
    print(f"{b:6.3f}  {a2:.4f}  {0:.4f}  {(1-a2)/2:.4f}    {1+np.hypot(1,b)/b:.4f}")
print(f"Ensemble sigma per site = {sigma_B/mT:.4f} mT")
print(f"Ensemble rms field difference = {np.sqrt(2)*sigma_B/mT:.4f} mT")
print(f"Ensemble crossover x* = {x_star:.4f}")
print(f"Ensemble crossover B1 = {w_star/gamma/mT:.4f} mT")
print(f"Ensemble crossover w1/(2 pi) = {w_star/(2*np.pi)/1e6:.3f} MHz")
print(f"Band weights from time signal: one-spin {band_single:.4f}, sum {band_double:.4f}")
print("Ensemble: B1(mT), A, one-spin weight, sum weight")
for b in (0.1, 0.5, 1.0, x_star, 2.0, 3.0, 10.0):
    A = static_part(b)
    print(f"{b:6.3f}  {A:.4f}  {2*A*(1-A):.4f}  {(1-A)**2/2:.4f}")
print(f"Late-time takeover by fundamental, B1 = 3 mT: {t_takeover*1e6:.3f} us")
print(f"Rates kS, kT, kd = {kS:.1e}, {kT:.1e}, {kd:.1e} 1/s")
print(f"Loss rates Kp, Ka = {Kp:.2e}, {Ka:.2e} 1/s")
print(f"Steady-state correlation M/N = {M_ss/N_ss:.4f}")
print(f"Lost dissociations per steady-state pair at S=-1 = {2*readout_scale/N_ss:.4f}")
print(f"Largest readout error / full signal span = {readout_error:.4f}")
print(f"Largest rotating-wave error in S, 9.7 GHz, 0-103 ns = {rwa_error:.4f}")
print(f"Change of S by 0.1 MHz-scale coupling, 200 ns = {Sp-S0:.5f}")
print("ALL CHECKS PASSED")
```

Running it gives:

```
gamma/(2 pi) = 28.0250 MHz/mT
Field difference of single pair = 1.000 mT
Difference frequency D/(2 pi) = 28.025 MHz
S after pi pulse, B1 = 0.05 mT on one partner = -1.0000
S after pi pulse, B1 = 20 mT centred = 0.9975
Normalized magnetization, same 20 mT pulse = -0.9988
Crossover B1, drive centred = 1.0000 mT
Crossover B1, drive one partner = 1.4142 mT
Crossover B1, drive general = 1.7205 mT
  ('general': detunings 0.2 D and 1.2 D)
Crossover w1/(2 pi), centred = 28.025 MHz
Crossover w1/(2 pi), one partner = 39.633 MHz
Single pair, drive on one partner: weights and (O1+O2)/w1
B1(mT)  at w1   at O2   at O1+O2  (O1+O2)/w1
 0.100  0.9901  0.0000  0.0050    11.0499
 0.500  0.8000  0.0000  0.1000    3.2361
 1.000  0.5000  0.0000  0.2500    2.4142
 1.414  0.3333  0.0000  0.3333    2.2247
 3.000  0.1000  0.0000  0.4500    2.0541
10.000  0.0099  0.0000  0.4950    2.0050
Ensemble sigma per site = 0.7071 mT
Ensemble rms field difference = 1.0000 mT
Ensemble crossover x* = 1.1752
Ensemble crossover B1 = 1.1752 mT
Ensemble crossover w1/(2 pi) = 32.935 MHz
Band weights from time signal: one-spin 0.3210, sum 0.3207
Ensemble: B1(mT), A, one-spin weight, sum weight
 0.100  0.8411  0.2673  0.0126
 0.500  0.4544  0.4958  0.1489
 1.000  0.2421  0.3670  0.2872
 1.175  0.2000  0.3200  0.3200
 2.000  0.0946  0.1714  0.4098
 3.000  0.0482  0.0917  0.4530
10.000  0.0049  0.0098  0.4951
Late-time takeover by fundamental, B1 = 3 mT: 0.917 us
Rates kS, kT, kd = 1.0e+05, 1.0e+04, 2.0e+04 1/s
Loss rates Kp, Ka = 3.00e+04, 7.50e+04 1/s
Steady-state correlation M/N = 0.4286
Lost dissociations per steady-state pair at S=-1 = 0.1714
Largest readout error / full signal span = 0.0050
Largest rotating-wave error in S, 9.7 GHz, 0-103 ns = 0.0093
Change of S by 0.1 MHz-scale coupling, 200 ns = 0.00005
ALL CHECKS PASSED
```
